\section*{Pinning Factor of a Metal-Oxide Contact with Uniform Interface-State Density}

\section{Result and model}

A metal of work function $\Phi$ meets an insulating oxide of electron affinity $\chi$ across a thin layer of thickness $\delta$ and permittivity $\epsilon_i$. On the oxide side of this layer lies a sheet of interface states with constant density $N_s$ per unit area and energy. For zero electric displacement in the oxide, the barrier from the metal Fermi level to the oxide conduction edge is
\begin{equation}
\phi_n=S(\Phi-\chi)+(1-S)\phi_0,\qquad
S=\frac{1}{1+\alpha},\qquad
\alpha=\frac{e^2N_s\delta}{\epsilon_i}.
\label{main}
\end{equation}
Here $\phi_0$ is the depth of the charge neutrality level below the conduction edge. The sheet is neutral when its states are filled up to that level and empty above it. The pinning factor $S=\partial\phi_n/\partial\Phi$ equals one in the Schottky limit, where the barrier follows the work function, and zero in the pinned limit, where it stays at $\phi_0$.

The position of the states matters. Equation \eqref{main} belongs to states on the far face of the layer. If the same number of states is spread evenly through its thickness, the pinning factor is $1/\cosh\sqrt\alpha$ instead. The two limits are the same, but the path between them is not.

The model is one-dimensional electrostatics. The parameters $\chi$, $\phi_0$, $\delta$, $\epsilon_i$ and $N_s$ do not depend on the metal, the states are in equilibrium with the adjacent metal, and the oxide holds no space charge. Image-force lowering is left out, and the barrier is taken at the sheet. The charge $e$ is positive, $x$ points from metal to oxide, and electron energies are measured from the metal Fermi level $E_F=0$. With energies in eV and $N_s$ per eV, one factor of $e$ is absorbed and $\alpha=eN_s\delta/\epsilon_i$ in SI units.

\section{Simplest case: no displacement, zero temperature}

\subsection{Levels}

At the metal surface the local vacuum level lies at $\Phi$. Let $E_i$ be the electric field in the layer, positive along $x$. The electrostatic potential falls by $E_i\delta$ across the layer, so the energy of an electron, whose charge is $-e$, rises by
\begin{equation}
\Delta=e\delta E_i .
\label{step}
\end{equation}
The vacuum level at the sheet is therefore $\Phi+\Delta$, and the conduction edge lies $\chi$ below it:
\begin{equation}
\phi_n=\Phi-\chi+\Delta .
\label{levels}
\end{equation}

\subsection{Charge}

The neutrality level lies at energy
\begin{equation}
w=\phi_n-\phi_0
\end{equation}
relative to $E_F$. If $w>0$, the states between $E_F$ and the neutrality level are empty although neutrality requires them to be filled. There are $N_sw$ of them per area, and each missing electron leaves a charge $+e$. If $w<0$, there are $N_s|w|$ surplus electrons. Both cases are covered by
\begin{equation}
\sigma=eN_sw=eN_s(\phi_n-\phi_0).
\label{charge}
\end{equation}

\subsection{Closing the loop}

Gauss's law says that the displacement just right of the sheet minus that just left of it equals $\sigma$. The first is zero here and the second is $\epsilon_iE_i$, so
\begin{equation}
E_i=-\frac{\sigma}{\epsilon_i},\qquad
\Delta=-\frac{e\delta\sigma}{\epsilon_i}
=-\frac{e^2N_s\delta}{\epsilon_i}(\phi_n-\phi_0)
=-\alpha(\phi_n-\phi_0).
\label{feedback}
\end{equation}
The minus sign is the physics of pinning. A barrier above $\phi_0$ empties states, their positive charge lowers the electron energy at the sheet, and the barrier comes down. Inserting \eqref{feedback} in \eqref{levels} and collecting $\phi_n$ on the left gives
\begin{align}
\phi_n&=\Phi-\chi-\alpha\phi_n+\alpha\phi_0,\\
(1+\alpha)\phi_n&=\Phi-\chi+\alpha\phi_0 .
\end{align}
Division by $1+\alpha$, with $\alpha/(1+\alpha)=1-S$, gives \eqref{main}. Subtracting $\phi_0$ from both sides leaves a shorter form,
\begin{equation}
w=Sw_0,\qquad w_0=\Phi-\chi-\phi_0 .
\label{short}
\end{equation}
Here $w_0$ is the mismatch that would exist without charge in the states, and $S$ is the fraction of it that survives.

\subsection{The two limits}

For $\alpha\ll1$, expansion gives $S=1-\alpha+\dots$, and \eqref{main} tends to
\begin{equation}
\phi_n\to\Phi-\chi\qquad\text{(Schottky)}.
\end{equation}
Either few states or a thin layer suffices, since only the product $N_s\delta/\epsilon_i$ enters. A dense sheet lying on the metal itself has no distance over which to build a potential step.

For $\alpha\gg1$, $S\simeq1/\alpha$ and
\begin{equation}
\phi_n\to\phi_0\qquad\text{(pinned)}.
\end{equation}
The charge does not diverge with $N_s$. From \eqref{charge} and \eqref{short}, with $\alpha S=1-S$,
\begin{equation}
\sigma=eN_sSw_0=\frac{\epsilon_i}{e\delta}\,\alpha Sw_0
=\frac{\epsilon_i}{e\delta}(1-S)w_0 .
\label{sigma}
\end{equation}
It approaches the finite value $\epsilon_iw_0/(e\delta)$, which is the charge needed for the layer to take up the whole mismatch. Half pinning, $S=1/2$, occurs at $\alpha=1$, or $N_s=\epsilon_i/(e^2\delta)$.

\subsection{Numbers}

Take round model parameters. For a layer of atomic thickness, $\delta$ and $\epsilon_i$ are effective quantities that describe an interface dipole, not bulk properties. The values are $\chi=2.4$ eV, $\phi_0=2.2$ eV, a gap of 6.0 eV, $\delta=0.30$ nm, $\epsilon_i=5.0\,\epsilon_0$ and $N_s=10^{14}$ cm$^{-2}$eV$^{-1}$. The half-pinning density is $9.21\times10^{13}$ cm$^{-2}$eV$^{-1}$, hence
\begin{equation}
\alpha=\frac{10^{14}}{9.21\times10^{13}}=1.086,\qquad
S=\frac1{2.086}=0.479 .
\end{equation}
For metals with $\Phi=4.2$ and $5.4$ eV the Schottky barriers are 1.8 and 3.0 eV. Equation \eqref{main} gives
\begin{align}
\phi_n(4.2)&=0.479\times1.8+0.521\times2.2=2.01\ \text{eV},\\
\phi_n(5.4)&=0.479\times3.0+0.521\times2.2=2.58\ \text{eV}.
\end{align}
A work-function difference of 1.2 eV leaves a barrier difference of 0.58 eV. The first barrier lies below $\phi_0$, so its sheet is negative, $-3.07\ \mu$C/cm$^2$, and the layer raises the barrier by 0.21 eV. The second lies above $\phi_0$; its sheet carries $+6.15\ \mu$C/cm$^2$ and the layer lowers the barrier by 0.42 eV.

These values were tested against a discretized Poisson equation in which the Fermi occupation of the states is integrated numerically and no pinning factor is assumed. For $\Phi=5.4$ eV that solution gives 2.999 eV at $10^{11}$ states per cm$^2$ and eV, and 2.201 eV at $10^{17}$, close to the limits 3.0 and 2.2 eV. The higher density is a formal limit, far above what a layer of atoms can supply. In the second case the sheet charge is $11.79\ \mu$C/cm$^2$ against a limiting value of 11.81; by \eqref{sigma} the relative deficit is $S\simeq9\times10^{-4}$.

\section{Finite temperature and a finite band of states}

Let the states extend from $b$ below to $a$ above the neutrality level, and let $\varepsilon$ be energy measured from that level. The Fermi level then lies at $\varepsilon=-w$. Neutral filling contains $N_sb$ electrons, so
\begin{equation}
\sigma=-eN_s\left[\int_{-b}^{a}\frac{d\varepsilon}{1+e^{(\varepsilon+w)/kT}}-b\right].
\end{equation}
An antiderivative of the Fermi function is $-kT\ln(1+e^{-(\varepsilon+w)/kT})$. At the lower limit the logarithm is rewritten with $\ln(1+e^y)=y+\ln(1+e^{-y})$, where $y=(b-w)/kT$. The result is
\begin{equation}
\sigma=eN_s\left[w-kT\ln\!\left(1+e^{-(b-w)/kT}\right)
+kT\ln\!\left(1+e^{-(a+w)/kT}\right)\right].
\label{thermal}
\end{equation}
When the Fermi level is many $kT$ inside both edges, the logarithms are exponentially small and \eqref{charge} returns. Temperature drops out because a uniform density gains as many electrons above $E_F$ as it loses below. In the example $kT=0.026$ eV, $a=2.2$ eV and $b=6.0-2.2=3.8$ eV, so the corrections are negligible.

The opposite limit shows where \eqref{main} fails. If $w$ exceeds $b$ by many $kT$, the first logarithm in \eqref{thermal} becomes $(w-b)/kT$, the second vanishes, and $\sigma=eN_sb$. All states are empty and can give no further charge. Equations \eqref{levels} and \eqref{feedback} then yield
\begin{equation}
\phi_n=\Phi-\chi-\alpha b,\qquad \frac{\partial\phi_n}{\partial\Phi}=1 .
\label{sat}
\end{equation}
The barrier is displaced from the Schottky value but follows the metal fully. Consistency requires $w=w_0-\alpha b>b$, or $w_0>(1+\alpha)b$, by a margin of many $kT$; near this threshold the slope passes smoothly from $S$ to one. With states confined to 0.2 eV on either side of neutrality and $\Phi=5.4$ eV, one has $w_0=0.8$ eV, above the threshold $2.086\times0.2=0.42$ eV. Equation \eqref{sat} gives $3.0-1.086\times0.2=2.78$ eV, and the numerical solution confirms both this barrier and the unit slope. A slope near one is thus no proof that interface charge is absent.

\section{States spread through the layer}

Now distribute the same states evenly over $0<x<\delta$, with volume density $N_s/\delta$ per energy. Assume that $\chi$ and $\phi_0$ apply throughout the layer, and let $w(x)$ be the local neutrality level relative to $E_F$. The local charge density is $\rho=eN_sw/\delta$. Since electron energy changes as $w'=eE$ and Gauss's law reads $\epsilon_iE'=\rho$,
\begin{equation}
w''=\frac{e\rho}{\epsilon_i}=\frac{e^2N_s}{\epsilon_i\delta}\,w
=\frac{\alpha}{\delta^2}\,w .
\end{equation}
At the metal $w(0)=w_0$. At the oxide side the field vanishes, because the displacement beyond the layer is zero and no separate sheet remains there, so $w'(\delta)=0$. The solution that satisfies both conditions is
\begin{equation}
w(x)=w_0\,\frac{\cosh[\sqrt\alpha\,(1-x/\delta)]}{\cosh\sqrt\alpha},
\qquad
S_{\rm spread}=\frac{w(\delta)}{w_0}=\frac1{\cosh\sqrt\alpha}.
\label{spread}
\end{equation}
For small $\alpha$ this is $1-\alpha/2$, against $1-\alpha$ for the sheet. The factor one half is the mean distance of the states from the metal in units of $\delta$: a charge near the metal produces a small potential step. For large $\alpha$, $S_{\rm spread}\simeq2e^{-\sqrt\alpha}$, which falls faster than $1/\alpha$, because each slice of the layer screens the mismatch left by the slices before it.

Spread states therefore pin less at low density and more at high density. The laws cross where $\cosh\sqrt\alpha=1+\alpha$. Expanding the hyperbolic cosine and dividing the difference by $\alpha$ gives
\begin{equation}
\frac{\cosh\sqrt\alpha-1-\alpha}{\alpha}
=-\frac12+\frac{\alpha}{24}+\frac{\alpha^2}{720}+\dots,
\end{equation}
which rises steadily for $\alpha>0$, so there is one crossing. It lies at $\alpha=8.90$, with $S=0.101$. The scan shows the reversal: at $10^{14}$ cm$^{-2}$eV$^{-1}$ the sheet gives 0.48 and the spread states 0.63; at $10^{15}$ the values are 0.084 and 0.074; at $10^{16}$ they are 0.009 and $6\times10^{-5}$. For the 0.30 nm layer this reversal is formal. The crossing needs $8.2\times10^{14}$ cm$^{-2}$eV$^{-1}$, about $5\times10^{15}$ states per cm$^2$ over the gap and more than a monolayer of atoms, and the screening length $\delta/\sqrt\alpha$ is then 0.10 nm, too short for a continuum description. At attainable densities in such a layer the spread states pin less; the crossing is within reach only for larger $\delta/\epsilon_i$. A measured $S$ alone fixes neither the density nor the place of the states.

\section{Oxide under displacement}

Return to the sheet and let the oxide carry a displacement $D$, positive away from the metal. Gauss's law becomes $D-\epsilon_iE_i=\sigma$, so
\begin{equation}
\Delta=e\delta E_i=\frac{e\delta}{\epsilon_i}(D-\sigma)
=\frac{e\delta D}{\epsilon_i}-\alpha(\phi_n-\phi_0).
\label{stepD}
\end{equation}
The new term adds to $\Phi-\chi$ in the earlier algebra and is divided by the same $1+\alpha$:
\begin{equation}
\phi_n=S(\Phi-\chi)+(1-S)\phi_0+S\,\frac{e\delta D}{\epsilon_i}.
\label{general}
\end{equation}
At $D=0$ this is \eqref{main}. When the pinned limit is reached by raising $N_s$ in a given layer, the barrier ignores the displacement as well as the work function, because the states supply the charge on which the displacement ends.

This screening needs time. If $D$ changes faster than the states exchange electrons with the metal, $\sigma$ is frozen, and the first form of \eqref{stepD} gives a barrier change $e\delta\,\delta\!D/\epsilon_i$ for a change $\delta\!D$, without the factor $S$. The equilibrium formula thus understates the immediate barrier change after fast switching. The ratio is $1/S$ only for the same $\delta\!D$; in the short-circuited film of the next section frozen charge also reduces $\delta\!D$, and reversal changes the barrier by 1.00 eV instead of 0.55 eV.

\section{A polarized film between two metals}

Let a film of thickness $L$, background permittivity $\epsilon_b$ and uniform polarization $P$ lie between metals L and R, with the same layer and sheet at each side. The metals are short-circuited and share one Fermi level. All vectors are counted positive from left to right. For the left contact $D$ points away from the metal; for the right contact it points towards the metal and enters \eqref{general} with opposite sign:
\begin{align}
\phi_L&=S(\Phi_L-\chi)+(1-S)\phi_0+Se\delta D/\epsilon_i,\\
\phi_R&=S(\Phi_R-\chi)+(1-S)\phi_0-Se\delta D/\epsilon_i .
\end{align}
Inside the film $D=\epsilon_bE+P$, so the conduction edge rises from left to right by
\begin{equation}
\phi_R-\phi_L=eEL=\frac{eL}{\epsilon_b}(D-P).
\end{equation}
Equating this to the difference of the two barriers and multiplying by $\epsilon_b/(eL)$ gives
\begin{equation}
\frac{\epsilon_b}{L}\,\frac{S(\Phi_R-\Phi_L)}{e}-\beta D=D-P,
\qquad \beta=\frac{2S\delta\,\epsilon_b}{\epsilon_iL},
\end{equation}
and therefore
\begin{equation}
D=\frac{P+(\epsilon_b/L)\,S(\Phi_R-\Phi_L)/e}{1+\beta}.
\label{film}
\end{equation}
States in equilibrium reduce two things by the same factor $S$: the built-in bias due to unlike metals, and the effective thickness of the two dead layers, from $2\delta$ to $2S\delta$. For $S\to0$ at fixed $\delta$ and $\epsilon_i$ both effects vanish and $D\to P$. For $S=1$ the ordinary film with two passive layers returns.

Take $L=10$ nm, $\epsilon_b=30\,\epsilon_0$, $\Phi_L=4.2$ eV and $\Phi_R=5.4$ eV. The built-in bias falls from 1.20 to $0.479\times1.20=0.575$ V, and $\beta$ from 0.360 to 0.173. At $P=0$ the displacement is $1.303\ \mu$C/cm$^2$, so the bias term in the numerator of \eqref{film} is $1.303\times1.173=1.53\ \mu$C/cm$^2$. For $P=\pm10\ \mu$C/cm$^2$,
\begin{equation}
D_+=\frac{10+1.53}{1.173}=9.83,\qquad
D_-=\frac{-10+1.53}{1.173}=-7.22\ \ \mu\text{C/cm}^2 .
\end{equation}
Without states the values are 9.70 and $-5.01\ \mu$C/cm$^2$, so the two polarities differ in magnitude by 4.69 instead of $2.61\ \mu$C/cm$^2$.

The film field is $(D-P)/\epsilon_b$. It is $-0.06$ MV/cm for positive and $+1.04$ MV/cm for negative polarization, and so opposes $P$ in both. In the first state the built-in bias nearly cancels the depolarizing term, $1.53-0.173\times10=-0.20\ \mu$C/cm$^2$ before division by $1+\beta$. In the second the two add, $1.53+1.73=3.26\ \mu$C/cm$^2$. The field that opposes the polarization is thus much stronger in the negative state. The model holds $P$ fixed; whether a real film keeps its polarization against 1 MV/cm depends on its coercive field, and image-force lowering, left out here, is no longer small at such a field. The fields in the layers reach about 25 MV/cm and have meaning only as a description of an atomic-scale dipole.

Reversal from negative to positive $P$ raises the left barrier from 1.77 to 2.33 eV and lowers the right one from 2.82 to 2.26 eV. Both change by 0.55 eV, as \eqref{general} requires for equal layers. The metal with the larger work function then has the lower barrier in the positive state, so the order of barriers need not follow the order of work functions. The order changes where the film field vanishes, at $P=\epsilon_i(\Phi_R-\Phi_L)/(2e\delta)=8.85\ \mu$C/cm$^2$, a value independent of $S$; the inversion is therefore not caused by the states, and at $10\ \mu$C/cm$^2$ it amounts to only 0.06 eV.

\section{What a measured slope means}

Equation \eqref{main} gives $\partial\phi_n/\partial\Phi=S$ with all other quantities fixed. If $\phi_0$ and $S$ themselves vary along a series of metals, differentiation gives
\begin{equation}
\frac{d\phi_n}{d\Phi}=S+(1-S)\frac{d\phi_0}{d\Phi}
+(\Phi-\chi-\phi_0)\frac{dS}{d\Phi}.
\end{equation}
The middle term appears only if $\phi_0$ shifts along the series. The last can appear, for instance, if a metal reacts with the oxide and changes the thickness of the layer. The slope then need not equal the pinning factor of any single contact.

A thin capacitor adds another correction, since changing one electrode also changes $D$. From \eqref{film}, $\partial D/\partial\Phi_L=-(\epsilon_b/L)S/[e(1+\beta)]$. Inserting this in the left barrier and using $S\delta\epsilon_b/(\epsilon_iL)=\beta/2$,
\begin{equation}
\left.\frac{\partial\phi_L}{\partial\Phi_L}\right|_{P,\Phi_R}
=S\left[1-\frac{\beta}{2(1+\beta)}\right].
\end{equation}
For the film above this is $0.479\times(1-0.173/2.346)=0.44$, about 7\% below $S$. For a thick film $\beta\to0$ and the slope returns to $S$. The numerical output below lists the scan, the limits and the film states.

\section*{Numbers as computed}
\begin{verbatim}
affinity 2.4 eV, neutrality depth 2.2 eV, gap 6.0 eV
layer 0.30 nm, relative permittivity 5.0
state density 1.00e+14 /(cm^2 eV), T = 300.0 K
thermal energy kT = 0.02585 eV
alpha = 1.0857
S: formula 0.47945, Poisson 0.47945
density for S = 1/2: 9.2106e+13 /(cm^2 eV)
Single contacts with zero oxide displacement:
Phi 4.2 eV: Schottky 1.800, barrier 2.0082, layer step +0.2082 eV
  sheet charge -3.0727 uC/cm^2
Phi 5.4 eV: Schottky 3.000, barrier 2.5836, layer step -0.4164 eV
  sheet charge +6.1454 uC/cm^2
Scan: density /(cm^2 eV), alpha, S sheet, S spread (Poisson)
  1e+12  0.01086  0.98926  9.946e-01
  1e+13  0.10857  0.90206  9.481e-01
  1e+14  1.08571  0.47945  6.274e-01
  1e+15  10.85708  0.08434  7.404e-02
  1e+16  108.57077  0.00913  5.975e-05
sheet and spread laws cross at alpha = 8.8975, S = 0.1010
Limits for Phi = 5.4 eV:
  1e+11 /(cm^2 eV): S 0.99892, barrier 2.9991 eV
  1e+17 /(cm^2 eV): S 0.000920, barrier 2.2007 eV
  pinned sheet charge: Poisson 11.7947, limit 11.8056 uC/cm^2
States only within 0.2 eV of neutrality, Phi = 5.4 eV:
  barrier 2.7829 eV, slope 1.00000
Polarized film 10 nm, relative permittivity 30.0, short circuit
  left metal 4.2 eV, right metal 5.4 eV
  built-in bias: bare 1.200 V, with states 0.5753 V
  P +10.0 uC/cm^2: D +9.8313, without states +9.6967 uC/cm^2
    barriers left 2.3276, right 2.2641 eV; film field -0.0635 MV/cm
  P +0.0 uC/cm^2: D +1.3033, without states +2.3438 uC/cm^2
    barriers left 2.0506, right 2.5412 eV; film field +0.4907 MV/cm
  P -10.0 uC/cm^2: D -7.2247, without states -5.0092 uC/cm^2
    barriers left 1.7735, right 2.8183 eV; film field +1.0448 MV/cm
  depolarizing term 2*S*delta*eps_b/(eps_i*L): with states 0.1726, without 0.3600
\end{verbatim}
